# Silicon–silica band offsets with material-specific and common exchange fractions

## Question

A hybrid functional replaces a fraction $a$ of semilocal exchange by exact exchange. The table gives the bulk band edges of silicon and crystalline silica at four fractions. Each edge is an electron energy in eV, measured from the average electrostatic potential energy of an electron in that same bulk.

| $a$ | Si $E_v$ | Si $E_c$ | oxide $E_v$ | oxide $E_c$ |
|---|---|---|---|---|
| 0.00 | 5.60 | 6.20 | 1.50 | 7.30 |
| 0.10 | 5.42 | 6.49 | 0.90 | 7.58 |
| 0.25 | 5.16 | 6.92 | 0.02 | 7.99 |
| 0.50 | 4.74 | 7.62 | −1.42 | 8.66 |

An interface calculation supplies the lineup of the two averages, $L=\bar V_{\rm Si}-\bar V_{\rm ox}=-1.50$ eV. The electronic dielectric constants are $\varepsilon_{\rm Si}=12$ and $\varepsilon_{\rm ox}=2.4$. All these are round model inputs in the regime of silicon on silica, neither measurements nor the output of a particular calculation.

**(a)** Derive the valence and conduction band offsets from these data, allowing a different fraction in each material. State the conditions.

**(b)** Justify the choice $a_X=1/\varepsilon_X$, and show that two fractions can belong to one interface Hamiltonian.

**(c)** Compute the offsets with the material-specific fractions.

**(d)** Compare them with the offsets from the common fraction 0.25, and assign the difference to the two materials. Can any common fraction between 0 and 0.50 reproduce the material-specific offsets?

**(e)** Determine how errors in the lineup and in the dielectric constants enter.

**(f)** An oxide field of 5 MV/cm is applied. How much does the choice of fractions change the tunnelling factor for electrons leaving silicon? Set the model beside a real interface.

## Model answers

### (a) The offsets

An infinite crystal has no absolute zero of electrostatic potential. Its edges are therefore known only relative to an internal reference, here the average potential energy $\bar V_X$. On the common energy scale of the interface, the edges far from the junction are

$$\mathcal E_{v,c}^{X}=\bar V_X+E_{v,c}^{X}(a_X).$$

Define both offsets to be positive when the silicon gap lies inside the oxide gap:

$$\mathrm{VBO}=\mathcal E_v^{\rm Si}-\mathcal E_v^{\rm ox},\qquad
\mathrm{CBO}=\mathcal E_c^{\rm ox}-\mathcal E_c^{\rm Si}.$$

Substitution and $L=\bar V_{\rm Si}-\bar V_{\rm ox}$ give

$$\mathrm{VBO}=E_v^{\rm Si}(a_{\rm Si})+L-E_v^{\rm ox}(a_{\rm ox}),$$

$$\mathrm{CBO}=E_c^{\rm ox}(a_{\rm ox})-E_c^{\rm Si}(a_{\rm Si})-L.$$

The lineup has opposite signs because silicon is the first term in one definition and the second in the other.

The result does not depend on how the reference is chosen. If the silicon reference is lowered by $c$, its tabulated edges rise by $c$ and $L$ falls by $c$, so $E^{\rm Si}+L$ is unchanged. The bulk and interface calculations must, however, use the same reference convention, pseudopotentials and strain.

Adding the offsets removes $L$:

$$\mathrm{VBO}+\mathrm{CBO}=E_g^{\rm ox}-E_g^{\rm Si},\qquad E_g=E_c-E_v.$$

The gap difference thus fixes the sum of the offsets, but not its division between valence and conduction bands.

Two conditions are needed. Each material must contain a region that is bulk-like and free of a macroscopic field; otherwise $\bar V_X$ is not a constant. The lineup must also belong to the same electron densities as the bulk edges. Taking $L$ from another functional is an approximation, treated in part (e).

### (b) Why the fractions may differ

For one spin, with density matrix $\gamma(\mathbf r,\mathbf r')$, the exact-exchange operator has the kernel

$$K(\mathbf r,\mathbf r')=-\gamma(\mathbf r,\mathbf r')\frac{e^2}{4\pi\varepsilon_0|\mathbf r-\mathbf r'|}.$$

In a static screened-exchange description, the bare interaction is replaced by the screened one. At large separation in an isotropic insulator, the latter is the bare interaction divided by $\varepsilon_X$. The kernel becomes $K/\varepsilon_X$, while a hybrid contains $a_XK$. Equating these long-range forms gives $a_X=1/\varepsilon_X$.

This is a model. Using the same factor at short range is not derived by the argument, nor is the semilocal part that completes the functional. Dynamic screening and the anisotropy of a crystal are also left out.

Now represent the interface in a localized basis. Let site $i$ carry the fraction $a_i$ of its material, and take the exchange matrix

$$K_{ij}=-\sqrt{a_i a_j}\,w_{ij}P_{ij},$$

where $P$ is the density matrix per spin and $w_{ij}$ the interaction. The matrix is Hermitian because the weight is symmetric. If both sites lie in material $X$, the weight is $\sqrt{a_X^2}=a_X$. In an insulator $P_{ij}$ decays exponentially with distance, so a site deep in $X$ has negligible exchange coupling to the other material. The local density there is the bulk density, and distant charges add only a constant potential in a field-free region. Consequently

$$H_{\rm deep}^{X}=H_{\rm bulk}^{X}(a_X)+\bar V_X\,\mathbf 1 .$$

The constant shifts every eigenvalue by $\bar V_X$ and leaves the eigenvectors alone. This is the edge formula of part (a), now with two fractions in one Hamiltonian.

A self-consistent model chain tests the argument. Its ring has 41 sites of material A and 41 of B, with one electron per site on average and equal spin populations. The odd lengths make each region mirror-symmetric about its centre, which keeps it free of a macroscopic field; even lengths would leave a field. Site levels alternate between $m_X-\Delta_X$ and $m_X+\Delta_X$, with $m_A=0$, $m_B=0.3$, $\Delta_A=1$ and $\Delta_B=3$ eV. Neighbours are coupled by −1 eV. The remaining terms are

$$V_{i+1}-2V_i+V_{i-1}=-g(2P_{ii}-1),$$

$$w_{ij}=\frac{U}{\sqrt{1+d_{ij}^2}},\qquad
v_i=-(1-a_i)C P_{ii}^{1/3},$$

where $d_{ij}$ is the distance in sites, $g=2$ eV, $U=4$ eV and $C=2.2$ eV. Here $V_i$ is the electrostatic energy and $v_i$ a local exchange term.

Edges were obtained from the interface Hamiltonian by repeating periodically the couplings near the centre of each region. They were compared with separate bulk rings joined by the lineup. For the fraction pairs $(a_A,a_B)=(0,0)$, $(0.25,0.25)$ and $(0.10,0.40)$, the largest difference in an offset was $1.6\times10^{-7}$ eV. The construction therefore works for unequal fractions in this chain. The test does not establish that $1/\varepsilon_X$ is the best fraction for a real material.

The argument fails for layers too thin to have a bulk-like centre. Close to the junction, the weight $\sqrt{a_i a_j}$ is a choice, and a different choice can change the interface density and hence $L$.

### (c) Material-specific offsets

The fractions are

$$a_{\rm Si}=\frac1{12}=0.0833,\qquad a_{\rm ox}=\frac1{2.4}=0.4167.$$

Pass a quadratic through the entries $E_0,E_1,E_2$ at $a=0,0.25,0.50$. With $u=a/0.25$,

$$E(u)=E_0+u(E_1-E_0)+\frac{u(u-1)}2(E_2-2E_1+E_0).$$

Setting $u=0,1,2$ returns the three entries. The row at $a=0.10$ was not used, and the quadratic reproduces its four energies within 0.004 eV, less than the possible rounding error of 0.005 eV in an entry.

For silicon $u=1/3$ and $u(u-1)/2=-1/9$:

$$E_v^{\rm Si}=5.60-\frac{0.44}{3}-\frac{0.02}{9}=5.451\ \mathrm{eV},$$

$$E_c^{\rm Si}=6.20+\frac{0.72}{3}+\frac{0.02}{9}=6.442\ \mathrm{eV}.$$

For the oxide $u=5/3$ and $u(u-1)/2=5/9$:

$$E_v^{\rm ox}=1.50-\frac53(1.48)+\frac59(0.04)=-0.944\ \mathrm{eV},$$

$$E_c^{\rm ox}=7.30+\frac53(0.69)-\frac59(0.02)=8.439\ \mathrm{eV}.$$

The gaps are 0.99 eV and 9.38 eV. The offsets follow:

$$\mathrm{VBO}=5.451-1.50-(-0.944)\simeq4.90\ \mathrm{eV},$$

$$\mathrm{CBO}=8.439-6.442+1.50\simeq3.50\ \mathrm{eV}.$$

Their sum is 8.39 eV, equal to the gap difference. Piecewise linear interpolation changes neither offset by more than 0.006 eV, so the interpolation is not an important uncertainty here.

### (d) One common fraction

At $a=0.25$ the table gives

$$\mathrm{VBO}=5.16-1.50-0.02=3.64\ \mathrm{eV},$$

$$\mathrm{CBO}=7.99-6.92+1.50=2.57\ \mathrm{eV}.$$

The material-specific values are higher by 1.26 and 0.93 eV. To locate the cause, subtract the two versions of each offset formula. The lineup is held fixed and cancels:

$$\delta\mathrm{VBO}=[E_v^{\rm Si}(a_{\rm Si})-E_v^{\rm Si}(0.25)]-[E_v^{\rm ox}(a_{\rm ox})-E_v^{\rm ox}(0.25)],$$

$$\delta\mathrm{CBO}=[E_c^{\rm ox}(a_{\rm ox})-E_c^{\rm ox}(0.25)]-[E_c^{\rm Si}(a_{\rm Si})-E_c^{\rm Si}(0.25)].$$

For the valence bands, silicon contributes 0.29 eV and the oxide 0.96 eV. For the conduction bands, silicon contributes 0.48 eV and the oxide 0.45 eV. Thus the oxide dominates the valence correction, whereas the two materials share the conduction correction almost equally.

For an arbitrary common fraction, insert the quadratics with the same $u$ on both sides. The valence offset is

$$\mathrm{VBO}(u)=2.60+(-0.44+1.48)u+\frac{u(u-1)}2(0.02-0.04),$$

$$\mathrm{VBO}(u)=2.60+1.05u-0.01u^2 .$$

The quadratic terms of the two conduction edges are equal and cancel:

$$\mathrm{CBO}(u)=2.60+(0.69-0.72)u=2.60-0.03u .$$

On $0\le u\le2$, the derivative $1.05-0.02u$ is positive, so the largest VBO is 4.66 eV at $a=0.50$. The largest CBO is 2.60 eV at $a=0$. Both lie below the material-specific values, so no common fraction in the tabulated range reproduces either offset.

The nearly constant CBO has a direct explanation in the table. Both conduction edges rise with exact exchange at nearly the same rate, about 2.8 eV per unit fraction, so a common change cancels. This cancellation is a property of the table, not a rule for the real interface. The table gives the silicon valence edge only 38% of the gap opening at $a=0.25$, whereas in real silicon the valence edge takes somewhat more than half. The real CBO therefore need not be flat in a common fraction, and the shares assigned above to the two materials would change. With separate fractions the oxide edge is raised more than the silicon edge, by approximately

$$2.8\,(a_{\rm ox}-a_{\rm Si})\simeq0.9\ \mathrm{eV}$$

relative to semilocal exchange. In the limit $\varepsilon_{\rm Si}=\varepsilon_{\rm ox}$ the two fractions coincide, and the material-specific scheme becomes a common-fraction scheme with $a=1/\varepsilon$.

The gaps show the same conflict. At $a=0.10$ the silicon gap is 1.07 eV, but the oxide gap is only 6.68 eV. At $a=0.50$ the oxide gap is 10.08 eV, but the silicon gap has grown to 2.88 eV.

### (e) Lineup and dielectric constants

Suppose the lineup used is $L_0$ while the consistent one is $L$. With the bulk edges fixed, the errors, approximate minus consistent, are

$$\Delta\mathrm{VBO}=L_0-L,\qquad \Delta\mathrm{CBO}=-(L_0-L).$$

A lineup error of 0.1 eV therefore moves the offsets by 0.1 eV in opposite directions and is invisible in their sum. In the chain of part (b), the lineup is 0.1196 eV at zero fractions and 0.1151 eV at $(0.10,0.40)$. Freezing it at the first value gives errors of +0.0045 eV in VBO and −0.0045 eV in CBO. This small drift belongs to the chain; the data in the question do not determine the drift for silicon on silica.

For the oxide dielectric constant, use $da_{\rm ox}/d\varepsilon_{\rm ox}=-1/\varepsilon_{\rm ox}^2$ and the chain rule:

$$\frac{\partial\,\mathrm{VBO}}{\partial\varepsilon_{\rm ox}}=\frac{1}{\varepsilon_{\rm ox}^2}\frac{dE_v^{\rm ox}}{da},\qquad
\frac{\partial\,\mathrm{CBO}}{\partial\varepsilon_{\rm ox}}=-\frac{1}{\varepsilon_{\rm ox}^2}\frac{dE_c^{\rm ox}}{da}.$$

The oxide valence edge falls with $a$ and its conduction edge rises, so both derivatives are negative. Lowering $\varepsilon_{\rm ox}$ from 2.4 to 2.2, with the table and $L$ fixed, raises VBO by 0.22 eV and CBO by 0.10 eV. Changing $\varepsilon_{\rm Si}$ from 12 to 11 lowers them by only 0.01 and 0.02 eV. These are equal relative changes of $\varepsilon$, for which an edge shifts in proportion to $(1/\varepsilon)\,|dE/da|$. The factor $1/\varepsilon$ is five times larger in the oxide. Its valence edge is also about three times as steep in $a$ as that of silicon, whereas the conduction edges have nearly equal slopes. This is why the oxide constant matters more, especially for VBO.

### (f) Tunnelling and the real interface

Let an electron start at the silicon conduction edge and meet the barrier $\phi-eFx$, where $\phi=\mathrm{CBO}$. Its classical exit is at $x_t=\phi/(eF)$. The semiclassical transmission factor is $e^{-S}$, with

$$S=\frac{2\sqrt{2m}}{\hbar}\int_0^{x_t}\sqrt{\phi-eFx}\,dx .$$

Putting $y=\phi-eFx$ gives $dx=-dy/(eF)$ and

$$S=\frac{2\sqrt{2m}}{\hbar eF}\int_0^\phi y^{1/2}dy
=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar eF}.$$

Hold the field at 5 MV/cm and the oxide mass at the rough value $0.5\,m_e$. Then $S=39.8$ for the common fraction 0.25 and $S=63.2$ for the material-specific fractions. The latter reduces the tunnelling factor by $23.4/\ln10\simeq10$ decades. This number assumes a parabolic band throughout the oxide gap. Replacing $y$ under the root by $y(1-y/E_g^{\rm ox})$, a two-band form with the same band-edge mass, lowers it to about 8.6 decades when each barrier is given its own oxide gap, 7.97 and 9.38 eV. The triangular form requires an oxide thicker than $x_t$, which is 7.0 nm for the higher barrier.

Two further effects lower the barrier. The image force adds $-ke^2/(16\pi\varepsilon_0\varepsilon_{\rm ox}x)$, where $k=(\varepsilon_{\rm Si}-\varepsilon_{\rm ox})/(\varepsilon_{\rm Si}+\varepsilon_{\rm ox})$. Setting the derivative of the total barrier to zero gives

$$x_m=\sqrt{\frac{ke}{16\pi\varepsilon_0\varepsilon_{\rm ox}F}},\qquad \Delta\phi=2eFx_m .$$

The peak is lowered by 0.45 eV at $x_m=0.45$ nm. At such a distance a continuum formula gives only a size, and lowering the peak is not the same as lowering the whole barrier by that amount.

Electrons in the silicon channel are also confined. For an infinite wall and a channel field $F_s$, the equation

$$-\frac{\hbar^2}{2m_s}\psi''+eF_s z\psi=E\psi,\qquad \psi(0)=0,$$

has the decaying solution $\mathrm{Ai}(z/\ell+\zeta_1)$, with $\ell^3=\hbar^2/(2m_seF_s)$ and $\zeta_1$ the first zero of the Airy function. Hence $E_1=|\zeta_1|eF_s\ell$. The normal displacement is continuous at the interface. In a steady field the oxide lattice also responds, so the oxide permittivity to use here is the static one, about 4, rather than the electronic 2.4; this gives $F_s\simeq F/3$. With this field and $m_s=0.9\,m_e$, both rough, the level lies 0.25 eV above the silicon conduction edge at the interface. The constant field overestimates it, because the channel electrons screen the field away from the interface. If they supply nearly all the charge and occupy one subband, a self-consistent potential gives about 0.21 eV. This is only a guide: at this field, filling one subband brings the Fermi level up to or above the next subbands, depending on the depletion charge, and at room temperature a sizeable part of the charge occupies them.

For a real silicon–silica interface, the electron barrier is roughly 3 eV and the valence offset roughly 4.5 eV. The material-specific model values are somewhat high; those at the common fraction 0.25 are low. Because the inputs are round, this comparison does not rank the two methods. Vibrations are missing from the table. If they reduce the silicon gap by 0.1 eV and the oxide gap by 0.5 eV, which are rough assumptions, the sum of the offsets falls by 0.4 eV. Spin-orbit coupling splits the top of the silicon valence band by about 0.044 eV. Four states rise by one third of the splitting and two fall by two thirds, which keeps their average fixed, so the valence edge, and thus VBO, rises by about 0.015 eV. Real gate oxides are amorphous rather than crystalline. Their lower electronic permittivity alone would raise the offsets, as in part (e), but their bulk edges and lineup also differ, so the net change cannot be found from these data.

The numerical output below lists the main values used here.

## Numbers as computed

```
MODEL INPUTS (round; edges from own bulk average potential)
a=0.00: Si Ev,Ec=5.60,6.20; oxide Ev,Ec=1.50,7.30 eV
a=0.10: Si Ev,Ec=5.42,6.49; oxide Ev,Ec=0.90,7.58 eV
a=0.25: Si Ev,Ec=5.16,6.92; oxide Ev,Ec=0.02,7.99 eV
a=0.50: Si Ev,Ec=4.74,7.62; oxide Ev,Ec=-1.42,8.66 eV
Lineup Vbar(Si)-Vbar(oxide) = -1.50 eV
Dielectric constants Si, oxide = 12.0, 2.4
MATERIAL-SPECIFIC RESULT
Fractions Si, oxide = 0.0833, 0.4167
Si Ev, Ec, gap = 5.451, 6.442, 0.991 eV
Oxide Ev, Ec, gap = -0.944, 8.439, 9.383 eV
VBO, CBO, sum = 4.896, 3.497, 8.392 eV
Held-out edge error, largest = 0.0032 eV
Linear-interpolation offset shift = 0.0056 eV
COMMON FRACTION
a=0.00: VBO,CBO=2.600,2.600; gaps Si,oxide=0.600,5.800 eV
a=0.10: VBO,CBO=3.018,2.588; gaps Si,oxide=1.069,6.675 eV
a=0.25: VBO,CBO=3.640,2.570; gaps Si,oxide=1.760,7.970 eV
a=0.50: VBO,CBO=4.660,2.540; gaps Si,oxide=2.880,10.080 eV
Specific minus common(0.25): VBO, CBO = 1.256, 0.927 eV
  from Si: VBO, CBO = 0.291, 0.478 eV
  from oxide: VBO, CBO = 0.964, 0.449 eV
Largest common VBO, CBO for a=0..0.5 = 4.660, 2.600 eV
SENSITIVITY AND NEGLECTED EFFECTS (rough inputs)
Oxide eps 2.4->2.2: dVBO, dCBO = 0.217, 0.101 eV
Si eps 12->11: dVBO, dCBO = -0.013, -0.022 eV
Si spin-orbit splitting, valence-edge rise = 0.044, 0.015 eV
Assumed vibrational gap reduction Si, oxide = 0.1, 0.5 eV
Resulting change of VBO+CBO = -0.4 eV
Oxide field = 5.0 MV/cm
Image-force lowering = 0.447 eV at 0.447 nm
Channel/oxide field ratio, channel mass = 0.333, 0.9 m_e
Lowest channel level above Si conduction edge = 0.247 eV
Oxide tunnelling mass = 0.5 m_e
Tunnelling exponent common(0.25), specific = 39.80, 63.16
Reduction of tunnelling factor = 10.15 decades
TEST CHAIN (not silicon; fractions A=0.10, B=0.40)
Direct VBO, CBO = 2.3320, 2.6949 eV
Largest bulk-plus-lineup error, 3 cases = 1.58e-07 eV
Lineup at zero fraction, specific = 0.1196, 0.1151 eV
Frozen-lineup error VBO, CBO = 0.0045, -0.0045 eV
Offset shift, region 29->41 sites = 3.36e-06 eV
Chain A gap at a=0, 0.25, 0.5 = 2.196, 2.780, 3.367 eV
```
